\section*{Convergence and relaxation of the edge-dose update in electron-beam lithography}

\section{Definitions and conventions}

An electron beam writes a pattern of lines into a resist. The assigned dose, divided by a fixed base dose, is $D(\mathbf r)$. The local pattern density $\rho(\mathbf r)$, between 0 and 1, is the exposed fraction of the area, averaged over a few pitches. The energy deposited around a point of incidence is modelled by two Gaussians,
\begin{equation}
f(r)=\frac{e^{-r^2/\alpha^2}}{\pi\alpha^2}+\eta\,G(r),\qquad
G(r)=\frac{e^{-r^2/\beta^2}}{\pi\beta^2},
\label{eq:psf}
\end{equation}
where $\alpha$ is the forward range, $\beta\gg\alpha$ the backscattering range, and $\eta$ the ratio of backscattered to forward energy. Each Gaussian, without its weight, integrates to one. Energy is measured in units of the forward contribution inside a wide area written with $D=1$. A star denotes convolution over the plane.

The resist has a sharp threshold: its developed edge lies where the deposited energy equals a fixed value. Lines and gaps are wide compared with $\alpha$, the pitch is small compared with $\beta$, and $D$ varies little over a pitch.

\section{The edge-dose equation}

At a straight line edge, half of the forward Gaussian falls on exposed area, so the forward energy is $D/2$. The backscattered Gaussian averages over many lines and sees only their density. The edge energy is therefore
\begin{equation}
E_{\rm edge}=\tfrac12D+\eta\,G*(\rho D).
\label{eq:edge}
\end{equation}

The threshold is set to the energy at the edge of a large solid pad written with $D=1$. Half of each Gaussian then falls on the pad, which gives $(1+\eta)/2$. Equating this to \eqref{eq:edge} and multiplying by two,
\begin{equation}
D=1+\eta-2\eta\,G*(\rho D)\equiv F(D).
\label{eq:fixed}
\end{equation}
The factor 2 in front of $\eta$ comes from the edge: only half of the forward energy is available there to compensate a change in the background.

For uniform density and dose, $G*(\rho D)=\rho D$. With
\begin{equation}
\kappa=2\eta\rho,
\end{equation}
equation \eqref{eq:fixed} becomes $(1+\kappa)D=1+\eta$, with the solution
\begin{equation}
D_*=\frac{1+\eta}{1+2\eta\rho}.
\label{eq:star}
\end{equation}
An isolated line, $\rho\to0$, needs $D_*=1+\eta$. At $\rho=1/2$ the background equals that at the reference pad edge, and $D_*=1$. The solution is positive and finite for every density, so a failure of the iteration does not signal a missing solution.

\section{Error growth in the plain update}

The plain update is $D_{n+1}=F(D_n)$. Let $\rho$ be uniform and $e_n=D_n-D_*$. Subtracting $D_*=F(D_*)$ removes the constant $1+\eta$:
\begin{equation}
e_{n+1}=-2\eta\,G*(\rho e_n)=-\kappa\,G*e_n .
\label{eq:error}
\end{equation}

Take a large periodic cell, so that every error is a sum of plane waves. Convolution with $G$ multiplies a wave of wavenumber $k$ by a number $g(k)$. Choose $x$ along the wave. The integral over the other direction gives one factor $\sqrt\pi\,\beta$, leaving
\begin{equation}
g(k)=\frac1{\sqrt\pi\,\beta}\int_{-\infty}^{\infty}e^{-x^2/\beta^2}\cos kx\,dx .
\end{equation}
Differentiate with respect to $k$, use $x e^{-x^2/\beta^2}=-(\beta^2/2)\,\frac{d}{dx}e^{-x^2/\beta^2}$, and integrate by parts:
\begin{align}
g'(k)&=-\frac1{\sqrt\pi\,\beta}\int x e^{-x^2/\beta^2}\sin kx\,dx\nonumber\\
&=\frac{\beta^2}{2}\frac1{\sqrt\pi\,\beta}\int
\left(\frac{d}{dx}e^{-x^2/\beta^2}\right)\sin kx\,dx
=-\frac{\beta^2k}{2}\,g(k).
\end{align}
The boundary terms vanish. Since $g(0)=1$,
\begin{equation}
g(k)=e^{-\beta^2k^2/4},\qquad 0<g(k)\le1 .
\label{eq:g}
\end{equation}
Each wave thus obeys
\begin{equation}
e_{n+1}(k)=-\kappa g(k)\,e_n(k).
\label{eq:plain}
\end{equation}

The uniform error has the largest factor in magnitude, $\kappa$. For $\kappa<1$ all errors decay. At $\kappa=1$ a uniform error changes sign at each step and keeps its size. For $\kappa>1$ the iteration diverges whenever the starting error contains a wave with $\kappa g(k)>1$. A start without any such component is the exception; a uniform start avoids divergence only if it equals $D_*$.

The sign alternation has a direct meaning. Too high a dose produces too much background, and the next dose is lowered to compensate for it. When $2\eta\rho>1$, this correction overshoots by more than the original error.

\subsection{Clamping negative doses}

A growing alternating error eventually asks for a negative dose. Replacing negative values by zero keeps the numbers bounded but does not restore convergence. For uniform dose and $\kappa>1$, the error grows until some $D_n\ge(1+\eta)/\kappa$. The next value is then zero, and after it
\begin{equation}
F(0)=1+\eta,\qquad
F(1+\eta)=(1+\eta)(1-\kappa)<0 .
\end{equation}
The second result is clamped to zero again. Every non-negative uniform start other than $D_*$ ends in the cycle $0,\,1+\eta$.

\section{Relaxation}

Mix the old dose with the proposed one, using a factor $w$:
\begin{equation}
D_{n+1}=(1-w)D_n+wF(D_n).
\label{eq:relaxed}
\end{equation}
The fixed point is unchanged for $w\ne0$, since $D=(1-w)D+wF(D)$ implies $D=F(D)$. Inserting \eqref{eq:plain} for the error of the proposed dose gives the new multiplier
\begin{equation}
m(k)=(1-w)-w\kappa g(k)=1-w[1+\kappa g(k)] .
\label{eq:m}
\end{equation}
Convergence of every wave requires $-1<m(k)<1$. The bracket is positive, so the upper inequality means $w>0$. The lower one means $w[1+\kappa g(k)]<2$, which is most restrictive at $g=1$. Hence
\begin{equation}
0<w<\frac{2}{1+2\eta\rho}.
\label{eq:limit}
\end{equation}
This is sufficient as well as necessary. All multipliers lie between $1-w(1+\kappa)$ and $1-w$, and both ends are then inside $(-1,1)$, so the whole error shrinks at least geometrically. The plain update, $w=1$, satisfies \eqref{eq:limit} only if $\kappa<1$, in agreement with the previous section.

\subsection{The best fixed factor}

The slowest wave has a factor no larger than
\begin{equation}
q(w)=\max\{|1-w|,\ |1-w(1+\kappa)|\}.
\end{equation}
For small $w$ the first entry is the larger one and falls as $w$ grows. Beyond the crossing the second entry is larger and rises. The minimum lies where they are equal with opposite signs inside the bars:
\begin{align}
1-w&=w(1+\kappa)-1\nonumber\\
\Longrightarrow\quad w_{\rm b}&=\frac{2}{2+\kappa}=\frac1{1+\eta\rho},\qquad
q(w_{\rm b})=\frac{\eta\rho}{1+\eta\rho}<\frac12\quad(\eta\rho<1).
\label{eq:best}
\end{align}
The different choice $w=1/(1+\kappa)$ makes $m(0)=0$ and removes a uniform error in one step. Very short waves are then multiplied by $1-w=\kappa/(1+\kappa)$ per step. This is larger than $q(w_{\rm b})=\kappa/(2+\kappa)$, so they decay more slowly than any wave does at $w_{\rm b}$.

\subsection{Error estimate from the last step}

The true error can be bounded without knowing $D_*$. Let $\Delta_n=D_{n+1}-D_n$. From \eqref{eq:m},
\begin{equation}
\Delta_n(k)=[m(k)-1]e_n(k)=-w[1+\kappa g(k)]\,e_n(k).
\end{equation}
Since the bracket is at least one, the root-mean-square norm satisfies
\begin{equation}
\|e_n\|\le\frac{\|\Delta_n\|}{w}.
\label{eq:posterior}
\end{equation}
The division by $w$ matters: with strong relaxation, a small step alone does not imply a small error. The bound is for uniform density and for this norm. It does not hold for the largest local error, which at $\kappa=1.26$ can reach about 1.5 times the largest local step divided by $w$.

\section{Non-uniform density}

Let the density vary, with maximum $\rho_{\max}$, and consider the finite set of cells in which $\rho>0$. The error of the plain update obeys $e_{n+1}=-2\eta G*(\rho e_n)$. Define $u_n=\sqrt\rho\,e_n$ and multiply by $\sqrt\rho$:
\begin{equation}
u_{n+1}=-Au_n,\qquad Au=2\eta\sqrt\rho\;G*(\sqrt\rho\,u).
\end{equation}
The operator $A$ is symmetric. Because $0<g(k)\le1$,
\begin{equation}
0\le\langle u,Au\rangle\le2\eta\,\|\sqrt\rho\,u\|^2
\le2\eta\rho_{\max}\|u\|^2 ,
\end{equation}
so its eigenvalues $\lambda$ lie between 0 and $2\eta\rho_{\max}$. With relaxation they give multipliers $1-w(1+\lambda)$. A sufficient condition for convergence is therefore
\begin{equation}
0<w<\frac2{1+2\eta\rho_{\max}},
\label{eq:nonuniform}
\end{equation}
while the sharp upper limit is $2/(1+\lambda_{\max})$. Cells without pattern need no dose and do not feed back. Since $1+\lambda\ge1$, the estimate \eqref{eq:posterior} carries over in the weighted form $\|\sqrt\rho\,e_n\|\le\|\sqrt\rho\,\Delta_n\|/w$; without the weight it can fail when the density varies.

The plain update diverges if $\lambda_{\max}>1$ and the start contains the corresponding mode. A maximum density above $1/(2\eta)$ is not enough: a dense region that is narrow compared with $\beta$ loses much of its backscattered energy to its surroundings, and its $\lambda_{\max}$ can stay below one.

\section{Worked example: dense lines at 50 kV}

Take $\eta=0.7$, $\beta=10\ \mu$m, $\alpha=20$ nm and a base dose of $400\ \mu$C/cm$^2$. Exposed lines 900 nm wide at a pitch of 1000 nm give
\begin{equation}
\rho=0.9,\qquad \kappa=2(0.7)(0.9)=1.26 .
\end{equation}
The critical density is $1/(2\times0.7)=0.714$, so the plain update must diverge on a large area. The solution is
\begin{equation}
D_*=\frac{1.7}{2.26}=0.7522,
\end{equation}
or a dose of $300.9\ \mu$C/cm$^2$.

Without correction, $D=1$ gives an edge energy of $0.5+0.63=1.13$ instead of 0.85. The contour moves outward by a distance $s$ at which the forward energy has dropped to $0.85-0.63=0.22$. Solving $\frac12\operatorname{erfc}(s/\alpha)=0.22$ gives $s=10.9$ nm. Both sides of each 100 nm gap move, so the gap narrows by about 22 nm.

The relaxation limit and the best factor are
\begin{equation}
\frac2{2.26}=0.885,\qquad w_{\rm b}=\frac1{1.63}=0.6135,\qquad
q(w_{\rm b})=\frac{0.63}{1.63}=0.3865 .
\end{equation}
Starting from $D_0=1$, the two updates give:
\begin{center}
\begin{tabular}{rrr}
$n$ & plain & $w=0.6135$\\
0 & 1.0000 & 1.0000\\
1 & 0.4400 & 0.6564\\
2 & 1.1456 & 0.7892\\
3 & 0.2565 & 0.7379\\
4 & 1.3768 & 0.7577\\
5 & $-0.0347$ & 0.7501
\end{tabular}
\end{center}
The plain error is $0.2478(-1.26)^n$. The dose becomes negative at the first odd $n$ for which $1.26^n>0.7522/0.2478=3.04$. Since $1.26^3=2.00$ and $1.26^5=3.18$, this is $n=5$. With clamping, the run ends in the cycle $0,\,1.7$. The relaxed run comes within 0.1\% of $D_*$ after seven steps.

The bound \eqref{eq:posterior} can be read off the same run. The relaxed values at steps 7 and 8 are 0.751893 and 0.752336, a change of 0.000443. The bound on the error at step 7 is $0.000443/0.6135=0.000722$; the actual error is 0.000319. The ratio is the factor $1+\kappa=2.26$ that the bound gives away for a uniform error.

The limit was also tested on a periodic cell of $200\ \mu$m, with random noise of standard deviation 0.1 added to $D_0=1$. At 0.98 times the limit, the largest error fell below $10^{-8}$ within 700 steps. At 1.02 times the limit, it exceeded 100 after 300 steps.

\subsection{A block and a strip}

Place a block of density 0.9 beside one of density 0.1, each $100\ \mu$m wide and repeated periodically. The largest eigenvalue is 1.234, so the plain update still diverges. The sharp relaxation limit, $2/2.234=0.895$, lies slightly above the safe value 0.885. With $w=0.6135$ the largest relative error falls below 0.1\% in seven steps. At the block centres the dose is 0.752 and 1.491, equal to the uniform results to the digits shown. The full range, 0.745 to 1.492, is slightly wider. All doses are positive here, but the convergence proof does not guarantee this for every pattern.

For a single long strip of density 0.9 on an empty surround, the largest eigenvalue reaches one at a width of about $24\ \mu$m, or $2.4\beta$. In direct runs the plain update converged at 0.9 times this width and diverged at 1.1 times it.

\section{Relation to a real exposure}

The parameters are rough typical values for PMMA on bulk silicon at 50 kV; $\alpha$ also depends on resist thickness and beam focus. A density of 0.9 is high and was chosen to exceed the threshold. The two-Gaussian form \eqref{eq:psf} is an approximation, since real energy profiles also have weight at intermediate distances. As an assumed case, add a Gaussian of weight 0.1 and range 500 nm, recalibrate the threshold on the solid pad, and keep the dose at $D_*$. The edges then move outward by 0.78 nm. If the whole term is added to the background on the right-hand side of the update, the feedback of a uniform error rises from 1.26 to 1.437 and the relaxation limit falls from 0.885 to 0.821. A factor of 0.85 would then diverge, with multiplier $1-0.85(2.437)=-1.07$, whereas $w=0.6135$ gives $-0.50$. The limit must therefore be recomputed whenever the kernel in the update, or the way it is split between the two sides, is changed. It depends only on the model used in the update: an error in the assumed scattering parameters gives a wrong dose, as in the 0.78 nm shift above, but does not make the computed iteration diverge.

Other neglected effects are smaller or of a different kind. Forward overlap across the 100 nm gap changes the edge coverage by less than $10^{-12}$. About 23\,600 electrons strike an area $\pi\alpha^2$ at the corrected dose, which gives a relative shot noise of 0.65\% in their number. The deposited energy fluctuates more, because the energy loss of each electron is also random. For a stationary 10 nA beam, spreading its full power over the silicon surface with range $\beta$ gives a temperature rise of 0.09 K. This is an order of magnitude for the silicon surface, not an upper bound, and it leaves out the resist, which conducts heat poorly. With an energy loss of about 0.8 eV/nm per electron and a conductivity of 0.2 W/(m K), steady conduction through a 100 nm PMMA film under the same beam, focused to $\alpha$, gives a rise of about 12 K at the top of the film, if the whole loss is deposited within $\alpha$ of the axis and the base of the film stays at the substrate temperature. At fixed focus this rise is proportional to the current, so resist heating should be checked at high current even on bulk silicon; its effect on the edge is not estimated here. Neither estimate applies to membranes or insulating substrates. Finite resist contrast and the lateral progress of development also break the sharp-threshold assumption; their effect on the edge is not estimated here.

\section*{Numbers as computed}
\begin{verbatim}
eta = 0.70; beta = 10.0 um; alpha = 20 nm
line = 900 nm; pitch = 1000 nm
density rho = 0.90; base dose = 400 uC/cm2
kappa = 2 eta rho = 1.260
critical density 1/(2 eta) = 0.7143
target edge energy = 0.850 (forward plateau = 1)
edge energy at D=1 = 1.130
edge shift at D=1 = 10.92 nm per edge
fixed point D* = 0.75221
corrected dose = 300.9 uC/cm2
wave of period 40 um: damping g = 0.53964
relaxation limit, formula = 0.88496
relaxation limit, eigenvalues = 0.88496
best relaxation, formula = 0.61350
best relaxation, search = 0.61350
worst factor at best relaxation = 0.38650
one-step value for uniform error = 0.44248
worst factor at one-step value = 0.55752
step, plain D, relaxed D (best relaxation):
  0    1.00000    1.00000
  1    0.44000    0.65644
  2    1.14560    0.78923
  3    0.25654    0.73791
  4    1.37675    0.75774
  5   -0.03471    0.75008
  6    1.74374    0.75304
  7   -0.49711    0.75189
  8    2.32635    0.75234
first negative plain dose at step 5
relaxed steps to 0.1 % error = 7
clamped two-cycle: D = 0.000 and 1.700
block densities = 0.90 and 0.10; widths 100 um
block: largest feedback eigenvalue = 1.2341
block: exact relaxation limit = 0.8952
block: D at dense centre = 0.7522
block: D at sparse centre = 1.4912
block: smallest, largest D = 0.7453, 1.4917
block: relaxed steps to 0.1 % error = 7
strip width where plain update turns = 24.34 um
neglected forward overlap at edge = 7.7e-13
assumed mid-range term: weight 0.10, range 500 nm
mid-range edge shift = 0.78 nm per edge
kappa, limit with mid-range = 1.437, 0.8207
electrons in area pi alpha^2 = 23599
relative shot noise = 0.65 %
heating inputs: 10 nA, 50 kV, 150 W/(m K)
stationary-beam heating, upper estimate = 0.094 K
\end{verbatim}
